\section*{Why a More Strongly Absorbing Metal-Oxide Resist Can Be Slower}

\section{A dose to be predicted}

A 22 nm film of metal-oxide resist A needs an incident dose of 50.6 mJ/cm$^2$ at 13.5 nm. Resist B is proposed as its replacement. Its absorption coefficient is 20 per $\mu$m, against 12 per $\mu$m for A. Someone must choose the exposure range for the first test of B. Scaling the dose inversely with absorption gives $50.6\times 12/20=30.4$ mJ/cm$^2$. In the model worked out below, B needs 87.5 mJ/cm$^2$, and at 30.4 mJ/cm$^2$ it forms no insoluble network at all.

The belief behind the scaling is reasonable. A photon that passes through the film does no chemistry, and thin films transmit much of the light: here A absorbs 23\% and B 36\%. If every absorbed photon had the same chemical effect, and if the same amount of chemistry sufficed in both films, the stronger absorber would indeed be faster in a thin film. The two conditions carry the argument, and absorption guarantees neither. Between absorption and insolubility stand the production of electrons, the cleavage of bonds and the condensation of the cleaved sites.

\section{From light to cleaved ligands}

Take a negative-tone film of metal-oxo clusters, each carrying $f$ organic ligands that keep it soluble. Let $\rho$ be the number of ligands per volume, $L$ the film thickness and $\alpha$ the absorption coefficient. The incident dose $E$ is an energy per area. The film must hold to its substrate, so the criterion is applied at the bottom, where the light is weakest.

Without reflection, and with $\alpha$ unchanged by exposure, the dose arriving at depth $z$ is $E\,e^{-\alpha z}$. The energy absorbed per volume is minus its derivative, $\alpha E\,e^{-\alpha z}$. Division by the photon energy $h\nu$ gives the density of absorbed photons at the bottom,
\begin{equation}
n=\frac{\alpha E}{h\nu}\,e^{-\alpha L}. \label{photons}
\end{equation}

An absorbed photon releases an energetic electron, which can produce others. Let $Y$ be the mean number of electrons per absorbed photon that are able to cleave a ligand bond, and $p$ the probability that one of them does so in fresh film. Electrons are assumed to act near the point of absorption. Energy conservation limits $Y$, but absorption does not fix it: the same photon energy can be divided among more or fewer usable electrons, and part of it can end as heat.

Let $x$ be the cleaved share of ligands. Only the share $1-x$ can still be cleaved, and cleavage is taken to be random, so a further density $dn$ of absorbed photons cleaves $Yp(1-x)\,dn$ ligands per volume. This equals $\rho\,dx$:
\begin{equation}
\frac{dx}{1-x}=\frac{Yp}{\rho}\,dn .
\end{equation}
Integration from $x=0$ at $n=0$ gives
\begin{equation}
H\equiv-\ln(1-x)=\frac{Ypn}{\rho}. \label{hits}
\end{equation}
Here $H$ is the mean number of hits per ligand, including hits on sites already cleaved. For small $x$ it is nearly equal to $x$.

\section{From cleaved ligands to an insoluble film}

A cleaved ligand leaves a reactive site, for instance a metal hydroxide, but does not yet join two clusters. Joining requires two such sites to condense into a metal--oxygen--metal bridge. Intact ligands are assumed not to react.

Let $y(t)$ be the share of all ligand sites that are cleaved but not yet condensed after bake time $t$. If partners are well mixed, the loss is proportional to $y^2$:
\begin{equation}
\frac{dy}{dt}=-k\,y^2,\qquad y(0)=x .
\end{equation}
Since $d(1/y)/dt=-y^{-2}\,dy/dt=k$, integration gives $1/y=1/x+kt$. With the dimensionless bake strength $K=kt$, this is $y=x/(1+Kx)$. The condensed share of all sites is therefore
\begin{equation}
a=x-y=x-\frac{x}{1+Kx}=\frac{Kx^2}{1+Kx}. \label{condensed}
\end{equation}
To find the cleavage needed for a given $a$, multiply by $1+Kx$ and collect terms:
\begin{equation}
Kx^2-aKx-a=0,\qquad
x=\frac{1}{2}\left[a+\sqrt{a^2+\frac{4a}{K}}\,\right]. \label{cleaved}
\end{equation}
The other root is negative. For $Ka\gg4$ the result tends to $x=a$: nearly every cleaved site finds a partner. For $Ka\ll4$ it tends to $x=\sqrt{a/K}$, which slightly underestimates the exact root; the condition for $x<1$ is $K>a/(1-a)$, derived in (\ref{minimum}). A weak bake then has to be paid for with extra cleavage, hence with extra dose.

It remains to find the $a$ that makes the film insoluble. Clusters belonging to one network that spans the film are counted as insoluble, and all others dissolve. Links are assumed to join random clusters, with no closed loops in the finite pieces. Follow a link to the cluster at its end, and let $u$ be the probability that the branch found there is finite. Each of the other $f-1$ sites must either be unlinked, with probability $1-a$, or lead to a finite branch, with probability $au$. Hence
\begin{equation}
w\equiv1-a+au,\qquad u=w^{f-1}.
\end{equation}
A cluster chosen at random is soluble if all $f$ of its sites satisfy the same condition. If $G$ is the insoluble share, then $w^f=1-G$. Inserting $u=w^{f-1}$ into the definition of $w$ gives $1-w=a(1-w^{f-1})$, so
\begin{equation}
a=\frac{1-w}{1-w^{f-1}},\qquad w=(1-G)^{1/f}. \label{network}
\end{equation}
As $G\to0$, write $w=1-\epsilon$. The numerator is $\epsilon$ and the denominator tends to $(f-1)\epsilon$, so $a\to1/(f-1)$. This is the gel point: below it, cleavage and condensation take place, but no spanning network exists.

\section{The dose and its conditions}

Equations (\ref{photons}) and (\ref{hits}) give $H=Yp\alpha E\,e^{-\alpha L}/(\rho h\nu)$. Solving for the dose,
\begin{equation}
E=\frac{h\nu\,\rho}{\alpha Yp}\,e^{\alpha L}H,\qquad H=-\ln(1-x), \label{dose}
\end{equation}
with $x$ from (\ref{cleaved}) and $a$ from (\ref{network}).

A finite dose requires $x<1$. The condensed share (\ref{condensed}) grows with $x$, because
\begin{equation}
\frac{da}{dx}=\frac{2Kx(1+Kx)-K^2x^2}{(1+Kx)^2}=\frac{Kx(2+Kx)}{(1+Kx)^2}>0 ,
\end{equation}
and at complete cleavage it reaches $K/(1+K)$. The target is thus attainable at finite dose only if
\begin{equation}
\frac{K}{1+K}>a\quad\Longleftrightarrow\quad K>\frac{a}{1-a}. \label{minimum}
\end{equation}
Below this bake strength no exposure suffices, however strongly the film absorbs.

For two resists with equal $\rho$, $L$, $f$ and $G$, the dose ratio is
\begin{equation}
\frac{E_B}{E_A}=
\left[\frac{\alpha_A}{\alpha_B}e^{(\alpha_B-\alpha_A)L}\right]
\frac{Y_A}{Y_B}\,\frac{p_A}{p_B}\,\frac{H_B}{H_A}. \label{ratio}
\end{equation}
B is faster if this product is below one. The scaling in the opening keeps the first bracket alone, in its thin-film form $\alpha_A/\alpha_B$.

\section{Two resists in numbers}

Both model films have $L=22$ nm, $f=12$ and $\rho=6$ nm$^{-3}$, and the target is $G=0.5$ at the bottom. Resist A has $Y=5$, $p=0.6$ and $K=30$. Resist B has $Y=4$, $p=0.5$ and $K=5$. The photon energy is 91.84 eV, which leaves 18.4 eV per usable electron in A and 23.0 eV in B. A dose of 1 mJ/cm$^2$ brings 0.6796 photons per nm$^2$.

The network condition is common to both. From $w=0.5^{1/12}=0.9439$ and $w^{11}=0.5/w=0.5297$,
\begin{equation}
a=\frac{1-0.9439}{1-0.5297}=0.1193 .
\end{equation}
The gel point lies at $1/11=0.0909$. The cleaved shares needed are
\begin{align}
x_A&=\tfrac12\left[0.1193+\sqrt{0.1193^2+4(0.1193)/30}\,\right]=0.1465,\\
x_B&=\tfrac12\left[0.1193+\sqrt{0.1193^2+4(0.1193)/5}\,\right]=0.225 .
\end{align}
They correspond to $H_A=0.1584$ and $H_B=0.2553$. In A, 81\% of the cleaved sites condense; in B, only 53\% do. With lengths in nm, the doses in mJ/cm$^2$ are
\begin{align}
E_A&=\frac{6\times0.1584\;e^{0.264}}{0.012\times5\times0.6\times0.6796}=50.6,\\
E_B&=\frac{6\times0.2553\;e^{0.440}}{0.020\times4\times0.5\times0.6796}=87.5 .
\end{align}
In SI units these are 506 and 875 J/m$^2$. The factors in (\ref{ratio}), in their order there, are
\begin{equation}
\frac{E_B}{E_A}=0.715\times1.250\times1.200\times1.611=1.73 .
\end{equation}

Absorption does help B: taken alone, it would cut the dose by 28\%. But B must absorb 0.766 photons per nm$^3$ at the bottom, where A needs 0.317. Each photon cleaves fewer bonds, and each cleaved bond is less likely to become part of a link. To tie with A at its given bake strength, B would need $Yp=2.00\times1.73=3.46$ instead of 2.00.

Giving A the absorption of B, and then one weakness of B at a time, shows which changes suffice to reverse the ranking. The dose falls from 50.6 to 36.2 mJ/cm$^2$ with no weakness added. It becomes 45.2 with the lower electron yield, 43.4 with the lower cleavage probability, and 58.3 with the weaker condensation. For these parameters, either of the first two weaknesses leaves a net gain over A, while weaker condensation alone removes it. The two electron-related weaknesses together give $0.715\times1.250\times1.200=1.07$, a small net loss.

A stochastic simulation provides a check on the algebra. It contained 300\,000 clusters, exposed at the mean absorption density of the lowest 0.2 nm of the film. Photons were removed layer by layer, electrons struck random ligand sites, cleaved sites reacted in random pairs, and the largest connected network was counted. At the predicted doses the insoluble shares were 0.498 for A and 0.500 for B, against the target of 0.5. At A's dose of 50.6 mJ/cm$^2$, the share at the bottom of B was 0.0002, consistent with the calculated gel-point dose of 71.3 mJ/cm$^2$ there. The upper fifth of B, which receives more light, is already past its gel point at that dose. The simulation keeps the assumptions of random cleavage and well-mixed partners, so it does not test those. Random cleavage needs the electrons of one photon to reach several clusters, since A absorbs only about 0.63 photons per cluster. With the hits of a photon spread over 13 clusters the doses are 49.1 and 86.9 mJ/cm$^2$; with all hits on one cluster they are 62.1 and 85.2, a ratio of 1.37.

\section{Two limits of the argument}

\subsection{Condensation sets a floor}

For the example, condition (\ref{minimum}) reads $K>0.1193/0.8807=0.1355$. With all ligands cleaved and $K$ set to this value, the simulation gave an insoluble share of 0.500. More light cannot improve on complete cleavage; only more condensation can.

The opposite limit is a bake so strong that all cleaved sites condense. Then $x=a$ and $H=-\ln(1-0.1193)=0.127$. The dose of B falls to $87.5\times0.127/0.2553=43.5$ mJ/cm$^2$, below that of A at $K=30$. This compares different bakes, and it holds only while intact ligands stay inert. A real bake that also condenses unexposed film loses the contrast between exposed and unexposed areas. The calculation nevertheless shows that a ranking of resists is a ranking of resists with their bakes.

\subsection{Too much absorption starves the bottom}

Now hold $Y$, $p$, $K$, $\rho$, $L$ and $f$ fixed and vary $\alpha$ alone. From (\ref{dose}), $\ln E=\mathrm{const}-\ln\alpha+\alpha L$, so
\begin{equation}
\frac{d\ln E}{d\alpha}=L-\frac1\alpha,\qquad
\frac{d^2\ln E}{d\alpha^2}=\frac1{\alpha^2}>0 .
\end{equation}
For the criterion at the bottom plane, the dose has its minimum at $\alpha L=1$; a criterion on the depth-averaged insoluble share would move it to about $\alpha L=2$. Below that point, more absorption at fixed chemistry makes the resist faster, which is the sound core of the belief. Above it, each increase takes more light away from the bottom than it adds to absorption there.

With the chemistry of A, the minimum lies at 45.5 per $\mu$m and 27.9 mJ/cm$^2$. In the simulation, that dose gave an insoluble share of 0.506 at this absorption but 0.0001 at 120 per $\mu$m. Resists A and B have $\alpha L=0.264$ and $0.440$, so both lie on the favourable side. B is slow because of its chemistry, not because its bottom is starved.

\section{How far the ranking can be trusted}

Of the assumptions varied here, the most consequential for the ranking is that cleaved sites can find partners freely. Consider the opposite limit, in which clusters are immobile and each site can react only with the one site facing it. Both must be cleaved, with probability $x^2$, and such a pair reacts during the bake with probability $1-e^{-K}$. Thus
\begin{equation}
a=x^2\left(1-e^{-K}\right),\qquad x=\sqrt{\frac{a}{1-e^{-K}}}. \label{frozen}
\end{equation}
For small $K$ this gives $a\approx Kx^2$, as (\ref{condensed}) does, so $K$ has the same meaning in both limits.

Fixed positions also allow closed loops, which spend links without enlarging the network. On a face-centred cubic lattice of $48^3$ clusters with twelve neighbours each, a numerical search found that half the clusters join the largest network at $a=0.131$ instead of 0.1193. Other samples and larger lattices give 0.132, which raises the doses below by about 0.5 mJ/cm$^2$. Keeping well-mixed kinetics and changing only this threshold raises the doses to 55.1 and 94.1 mJ/cm$^2$. Their ratio, 1.71, hardly moves.

Immobile partners matter far more. Equation (\ref{frozen}) with $a=0.131$ requires cleaved shares of 0.362 in A and 0.363 in B, and doses of 144 and 155 mJ/cm$^2$. The ratio shrinks to 1.08. The reason is visible in (\ref{frozen}): already at $K=5$ the factor $1-e^{-K}$ is 0.993, so a stronger bake has almost nothing left to gain. The condensation factor nearly disappears, and the lower electron yield and cleavage probability just outweigh the stronger absorption. B is still slower, but by a margin that modest changes in the parameters could reverse.

Two other neglected effects are smaller for the average dose. If the ligands carried 20\% of the absorption, their loss would lower $\alpha$ at the bottom by 2.9\% in A and 4.5\% in B by the end of exposure. For an assumed refractive-index step of 0.05 at the substrate, interference would change the local intensity there by about 5\%. With mixed partners, the bleaching raises each dose by about 1\%. Electron range matters more for the absolute dose: the bottom plane loses electrons to the substrate and receives only what the substrate returns. For ranges of 1 to 3 nm and substrates returning between none and about 40\% of what A produces per volume, both doses rise by factors of 1.4 to 2.0, the ratio stays between 1.69 and 1.77, and the best $\alpha L$ lies between 0.94 and 1.19. Photon statistics matter for small features: at the absorption density of the bottom plane, a volume of $5^3$ nm$^3$ absorbs on average 40 photons in A and 96 in B at their target doses, with standard deviations of 16\% and 10\% of those means. The slower resist has the smaller photon noise because more photons are absorbed at its bottom, by a factor of $0.766/0.317=2.4$: its incident dose is 1.73 times as large, and its stronger absorption supplies the remaining factor of 1.4.

Set beside real resists, the thickness and absorption values are in the rough range of metal-oxide films for 13.5 nm exposure, where thicknesses near 20 nm and doses of some tens of mJ/cm$^2$ are used. The 87.5 mJ/cm$^2$ of B is high for production, and the doses for immobile partners are higher still. The values of $Y$, $p$ and $K$ are round assumptions, not properties of a named material. Real films need not offer free mixing of partners; going to the immobile limit multiplies the dose of A by 2.8 and that of B by 1.8. Moreover, the dose that prints a line at its intended width depends on the optical image and the developer, and need not equal the dose that makes half of a uniformly exposed bottom layer insoluble.

For the first exposure of B, the absorption ratio is therefore one factor in the estimate, not the estimate itself. If film thickness, ligand density, ligands per cluster, $Y$, $p$ and the bake strength $K$ are known to be unchanged and $\alpha L$ stays well below one, a range of lower doses is justified for the stronger absorber. If the chemistry has changed, the range should extend well above the old dose as well as below it. If cleaved sites mix freely, measuring the insoluble share against dose at several bake strengths helps to separate weak condensation from weak cleavage: a stronger bake lowers the required dose by a larger fraction where condensation is weak (doubling $K$ saves 20\% at $K=5$ and 9\% at $K=30$). With immobile partners this test can fail, because at large $K$ the dose hardly responds to the bake even though many cleaved sites still lack a partner.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Wavelength 13.5 nm, photon energy 91.84 eV
Incident photons per nm^2 at 1 mJ/cm^2: 0.6796
Film thickness 22 nm, ligands per cluster 12
Ligand density 6.0 per nm^3, target share 0.5
Linked site share needed: 0.1193; at gel point 0.0909
Minimum bake strength for target: 0.1355
Simulated share there, all ligands cleaved: 0.500
A: absorption 12 per um, Y 5, p 0.6, K 30
A: alpha L 0.264, absorbed share of light 0.232
A: photon energy per usable electron 18.4 eV
A: initial cleavages per absorbed photon 3.00
A: cleaved share needed 0.1465, hits per ligand 0.1584
A: condensed share of cleaved sites 0.815
A: absorbed photons at bottom 0.317 per nm^3
A: gel-point dose 39.7, target dose 50.6 mJ/cm^2
A: simulated insoluble share at target dose 0.498
A: photon noise in 5 nm bottom cube 15.9 % (40 photons)
A: absorption loss if ligands carry 20 % of it: 2.9 %
B: absorption 20 per um, Y 4, p 0.5, K 5
B: alpha L 0.440, absorbed share of light 0.356
B: photon energy per usable electron 23.0 eV
B: initial cleavages per absorbed photon 2.00
B: cleaved share needed 0.2253, hits per ligand 0.2553
B: condensed share of cleaved sites 0.530
B: absorbed photons at bottom 0.766 per nm^3
B: gel-point dose 71.3, target dose 87.5 mJ/cm^2
B: simulated insoluble share at target dose 0.500
B: photon noise in 5 nm bottom cube 10.2 % (96 photons)
B: absorption loss if ligands carry 20 % of it: 4.5 %
Dose ratio B/A: 1.729
Factors: absorption 0.715, electron yield 1.250
Factors: cleavage 1.200, condensation 1.611
Simulated share of B at target dose of A: 0.0002
Product Y p that B needs to tie with A: 3.46
A with absorption of B (dose in mJ/cm^2; share at target dose of A):
  no weakness: dose 36.2, simulated share 0.828
  lower electron yield: dose 45.2, simulated share 0.649
  lower cleavage: dose 43.4, simulated share 0.692
  weaker condensation: dose 58.3, simulated share 0.200
Best absorption, chemistry of A: 45.5 per um, dose 27.9 mJ/cm^2
Simulated share at that dose: 0.506; with 120 per um: 0.0001
Linked share needed on fcc lattice with loops: 0.1310
Doses with loops: A 55.1, B 94.1 mJ/cm^2, ratio 1.707
Doses, immobile partners: A 144, B 155 mJ/cm^2, ratio 1.078
Cleaved share, immobile partners: A 0.362, B 0.363
Standing-wave change at substrate, index step 0.05: up to 5.1 %
\end{verbatim}
